# Poole–Frenkel Emission from a Coulomb Trap in One Dimension: a numerical check

```python
"""Poole-Frenkel emission from a Coulomb trap on a half-line.

Result under test: for U(x) = -A/x - q F x, with A = q^2/(4 pi eps), the
barrier top is lowered by Delta = sqrt(q^3 F/(pi eps)), and the classical
over-barrier emission rate is multiplied by exp(Delta/kT).
F: electric field, eps: permittivity, kT: thermal energy, x: distance.
Internal units: energy eV, length nm, field V/nm (1 MV/cm = 0.1 V/nm).
The barrier top is found numerically, the flux by quadrature over velocity,
and tunnelling is estimated from the WKB action of the full barrier.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

EPS_REL = 9.0
MASS_REL = 0.2
DEPTH = 0.6           # trap depth, eV
TEMP = 300.0          # K
MVCM = 0.1            # V/nm in one MV/cm

q = sc.e
eps = EPS_REL * sc.epsilon_0
mass = MASS_REL * sc.m_e
A = q / (4 * np.pi * eps) * 1e9                  # eV nm
kB = sc.k / q                                    # eV/K
kT = kB * TEMP
hbar2_over_m = sc.hbar**2 / (mass * q) * 1e18    # eV nm^2
nodes, weights = np.polynomial.legendre.leggauss(64)


def coulomb(x, field, strength=A):
    return -strength / x - field * x


def barrier_top(potential):
    """Position and energy of the maximum, searched in log(distance)."""
    res = minimize_scalar(lambda s: -potential(np.exp(s)),
                          bounds=(np.log(0.05), np.log(1e5)),
                          method="bounded", options={"xatol": 1e-9})
    return np.exp(res.x), -res.fun


def lowering(field):
    """Derived formula, evaluated in SI and returned in eV."""
    return np.sqrt(q * field * 1e9 / (np.pi * eps))


def flux_rate(top_energy, temp):
    """Thermal outward flux at the barrier top, by quadrature, in 1/s."""
    v_th = np.sqrt(sc.k * temp / mass)
    flux = quad(lambda v: mass * v / sc.h
                * np.exp(-0.5 * (v / v_th)**2), 0, 12 * v_th)[0]
    return flux * np.exp(-(top_energy + DEPTH) / (kB * temp))


def wkb_exponent(delta, field):
    """Twice the WKB action at energy delta below the barrier top."""
    bind = 2 * np.sqrt(A * field) + delta
    root = np.sqrt(max(bind**2 - 4 * A * field, 0.0))
    centre, half = bind / (2 * field), root / (2 * field)
    theta = 0.5 * np.pi * (nodes + 1)
    x = centre - half * np.cos(theta)
    excess = np.maximum(coulomb(x, field) + bind, 0.0)
    integrand = np.sqrt(2 * excess / hbar2_over_m) * half * np.sin(theta)
    return 2 * 0.5 * np.pi * np.sum(weights * integrand)


def added_tunnelling(field):
    """WKB flux below the top divided by classical flux above it."""
    span = DEPTH - lowering(field)
    return quad(lambda d: np.exp(d / kT - wkb_exponent(d, field)) / kT,
                0, span, limit=200)[0]


def ray_average(gamma):
    return 0.5 + (1 + (gamma - 1) * np.exp(gamma)) / gamma**2


def barrier_quantum(field):
    """hbar*omega of the inverted parabola at the top, in eV."""
    x_m = np.sqrt(A / field)
    return np.sqrt(hbar2_over_m * 2 * A / x_m**3)


fields = np.array([0.01, 0.05, 0.1, 0.2, 0.4])   # MV/cm
rate_zero = flux_rate(0.0, TEMP)
rows = []
for f in fields:
    F = f * MVCM
    x_top, u_top = barrier_top(lambda x: coulomb(x, F))
    assert abs(-u_top / lowering(F) - 1) < 1e-8
    assert abs(x_top / np.sqrt(A / F) - 1) < 1e-5
    # equal shares of the Coulomb and field terms at the top
    assert abs((A / x_top) / (F * x_top) - 1) < 1e-5
    rate = flux_rate(u_top, TEMP)
    gamma = lowering(F) / kT
    assert abs(rate / rate_zero / np.exp(gamma) - 1) < 1e-6
    closed = sc.k * TEMP / sc.h * np.exp(-(DEPTH - lowering(F)) / kT)
    assert abs(rate / closed - 1) < 1e-6
    # average over rays, cos(angle) = s^2, each barrier found numerically
    s = 0.5 * (nodes + 1)
    tops = np.array([barrier_top(lambda x: coulomb(x, F * si**2))[1]
                     for si in s])
    forward = 0.5 * np.sum(0.5 * weights * 2 * s * np.exp(-tops / kT))
    assert abs((0.5 + forward) / ray_average(gamma) - 1) < 1e-5
    rows.append((f, x_top, -u_top, gamma, rate / rate_zero, 1e3 / rate,
                 0.5 + forward, added_tunnelling(F)))

# Arrhenius slope in a field gives the reduced depth
F_ex = 0.1 * MVCM
top_ex = barrier_top(lambda x: coulomb(x, F_ex))[1]
t1, t2 = 290.0, 310.0
slope = (np.log(flux_rate(top_ex, t2) / t2)
         - np.log(flux_rate(top_ex, t1) / t1)) / (1/(kB*t2) - 1/(kB*t1))
assert abs(-slope - (DEPTH - lowering(F_ex))) < 1e-6

# Image charge: a quarter of the Coulomb strength, half the lowering
image_top = barrier_top(lambda x: coulomb(x, F_ex, A / 4))[1]
assert abs(image_top / top_ex - 0.5) < 1e-7

# Local power of the lowering: Coulomb tail against a short-range well
WELL, RANGE = 1.0, 0.5                            # eV, nm


def local_power(make_potential):
    lo, hi = [-barrier_top(make_potential(F_ex * r))[1]
              for r in (0.95, 1.05)]
    return np.log(hi / lo) / np.log(1.05 / 0.95)


power_coulomb = local_power(lambda F: lambda x: coulomb(x, F))
power_short = local_power(
    lambda F: lambda x: -WELL * np.exp(-x / RANGE) - F * x)
assert abs(power_coulomb - 0.5) < 1e-6
assert power_short > 0.75

# Tunnelling: parabolic exponent near the top, and the limiting field
small = 1e-3 * lowering(F_ex)
parabolic = 2 * np.pi * small / barrier_quantum(F_ex)
assert abs(wkb_exponent(small, F_ex) / parabolic - 1) < 5e-3
F_limit = (0.5 * np.sqrt(A) * (2 * np.pi * kT)**2 / hbar2_over_m)**(2 / 3)
below, above = 0.5 * F_limit, 2.0 * F_limit
for d in np.linspace(0.001, DEPTH - lowering(below), 60):
    assert d / kT < wkb_exponent(d, below)
assert 0.01 > wkb_exponent(0.01 * kT, above)
added = [r[-1] for r in rows]
assert all(b > a for a, b in zip(added, added[1:]))

# Field at which the lowering would equal the trap depth
F_full = DEPTH**2 / (4 * A)
full_top = barrier_top(lambda x: coulomb(x, F_full))[1]
assert abs(full_top + DEPTH) < 1e-7

beta = lowering(MVCM)
print(f"relative permittivity: {EPS_REL:.1f}")
print(f"effective mass: {MASS_REL:.2f} electron masses")
print(f"trap depth: {DEPTH:.3f} eV")
print(f"temperature: {TEMP:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"Coulomb strength A: {A:.4f} eV nm")
print(f"beta: {beta:.4f} eV (MV/cm)^(-1/2)")
print(f"beta in SI field: {lowering(1e-9):.4e} eV (V/m)^(-1/2)")
print(f"slope beta/kT: {beta / kT:.3f} (MV/cm)^(-1/2)")
print(f"model prefactor kT/h: {sc.k * TEMP / sc.h:.4e} 1/s")
print(f"zero-field rate, one exit: {rate_zero:.2f} 1/s")
print(f"zero-field emission time: {1e3 / rate_zero:.4f} ms")
for f, x, low, gam, enh, tau, avg, tun in rows:
    print(f"field {f:.2f} MV/cm: barrier position {x:.3f} nm, "
          f"lowering {low:.4f} eV")
    print(f"  lowering/kT {gam:.3f}, enhancement {enh:.4g}, "
          f"emission time {tau:.4g} ms")
    print(f"  ray-averaged enhancement {avg:.4g}, "
          f"WKB added/classical flux {tun:.3f}")
print(f"Arrhenius depth at 0.10 MV/cm: {-slope:.4f} eV")
print(f"image-charge lowering at 0.10 MV/cm: {-image_top:.4f} eV")
print(f"short-range well: depth {WELL:.1f} eV, range {RANGE:.1f} nm")
print(f"local power of field, Coulomb trap: {power_coulomb:.3f}")
print(f"local power of field, short-range well: {power_short:.3f}")
print(f"barrier quantum at 0.10 MV/cm: {barrier_quantum(F_ex):.4f} eV")
print(f"2 pi kT: {2 * np.pi * kT:.4f} eV")
print(f"tunnelling-limit field: {F_limit / MVCM:.3f} MV/cm")
print(f"field for lowering = depth: {F_full / MVCM:.3f} MV/cm")
print("verified")
```

Running it gives:

```
relative permittivity: 9.0
effective mass: 0.20 electron masses
trap depth: 0.600 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
Coulomb strength A: 0.1600 eV nm
beta: 0.2530 eV (MV/cm)^(-1/2)
beta in SI field: 2.5298e-05 eV (V/m)^(-1/2)
slope beta/kT: 9.786 (MV/cm)^(-1/2)
model prefactor kT/h: 6.2510e+12 1/s
zero-field rate, one exit: 520.47 1/s
zero-field emission time: 1.9214 ms
field 0.01 MV/cm: barrier position 12.649 nm, lowering 0.0253 eV
  lowering/kT 0.979, enhancement 2.661, emission time 0.7221 ms
  ray-averaged enhancement 1.485, WKB added/classical flux 0.049
field 0.05 MV/cm: barrier position 5.657 nm, lowering 0.0566 eV
  lowering/kT 2.188, enhancement 8.919, emission time 0.2154 ms
  ray-averaged enhancement 2.922, WKB added/classical flux 0.184
field 0.10 MV/cm: barrier position 4.000 nm, lowering 0.0800 eV
  lowering/kT 3.095, enhancement 22.08, emission time 0.08703 ms
  ray-averaged enhancement 5.433, WKB added/classical flux 0.349
field 0.20 MV/cm: barrier position 2.828 nm, lowering 0.1131 eV
  lowering/kT 4.376, enhancement 79.54, emission time 0.02416 ms
  ray-averaged enhancement 14.57, WKB added/classical flux 0.747
field 0.40 MV/cm: barrier position 2.000 nm, lowering 0.1600 eV
  lowering/kT 6.189, enhancement 487.4, emission time 0.003942 ms
  ray-averaged enhancement 66.55, WKB added/classical flux 2.216
Arrhenius depth at 0.10 MV/cm: 0.5200 eV
image-charge lowering at 0.10 MV/cm: 0.0400 eV
short-range well: depth 1.0 eV, range 0.5 nm
local power of field, Coulomb trap: 0.500
local power of field, short-range well: 0.841
barrier quantum at 0.10 MV/cm: 0.0436 eV
2 pi kT: 0.1624 eV
tunnelling-limit field: 0.577 MV/cm
field for lowering = depth: 5.625 MV/cm
verified
```
